# Why a Seven-Degree Tilt Does Not Eliminate Ion Channelling

Q: I tilt a crystalline wafer by seven degrees before implanting it. The ions then miss the open channels, so I treat the target as if its atoms had no order. Channelling should be gone.

A: What do you require of an ion before you call it channelled?

Q: That it moves nearly parallel to a row of atoms and is steered away from the row by many gentle collisions.

A: Let us turn that into an energy condition. Take the repulsion between the ion and one atom as

$$V(R)=\frac{A}{R}e^{-R/a},\qquad A=\frac{Z_1Z_2e^2}{4\pi\varepsilon_0},$$

where $R$ is their separation, $a$ the screening length, and $Z_1,Z_2$ the charge numbers of ion and atom. An ion moving almost along a row with atomic spacing $d$ feels the average of $V$ along it. At distance $r$ from the row,

$$U(r)=\frac1d\int_{-\infty}^{\infty}V\!\left(\sqrt{r^2+z^2}\right)dz=\frac{2A}{d}\int_0^\infty\frac{e^{-\sqrt{r^2+z^2}/a}}{\sqrt{r^2+z^2}}\,dz .$$

Substitute $z=r\sinh t$. Then $\sqrt{r^2+z^2}=r\cosh t$ and $dz=r\cosh t\,dt$, so

$$U(r)=\frac{2A}{d}\int_0^\infty e^{-(r/a)\cosh t}dt=\frac{2A}{d}K_0(r/a),$$

the last step being the integral definition of the modified Bessel function $K_0$.

This $U$ does not depend on position along the row. The momentum along the row is therefore conserved, and with it the kinetic energy $E\cos^2\psi$ of the motion along the row. The total energy $E+U(r)$ is conserved too if losses are ignored. Subtracting the first energy from the second leaves the transverse energy

$$E_\perp=E\sin^2\psi+U(r),$$

where $E$ is the kinetic energy and $\psi$ the angle to the row. I call an ion axially channelled if $E_\perp<U(r_c)$, with $r_c$ a chosen closest distance. Since $E\sin^2\psi\ge0$, this implies $U(r)<U(r_c)$, and because $U$ falls with distance, $r>r_c$.

Q: A real row consists of separate atoms. Does the averaged barrier hold?

A: It can be checked by tracking ions through discrete atoms. I use a simple cubic model crystal with $Z_1=5$, $Z_2=15$, $d=0.30$ nm, $a=0.020$ nm and $r_c=0.040$ nm. Here $A=108$ eV nm and $U(r_c)=82.0$ eV. Ions of 50 keV were started at the limit $E_\perp=U(r_c)$ and followed through 300 layers of motionless atoms, without energy loss. Their nearest approach was 0.0395 nm, about 1% inside $r_c$.

Q: Then my tilt does its job. At seven degrees the transverse energy must be far above 82 eV.

A: At the surface it is:

$$E\sin^2 7^\circ=742.6\ \text{eV}>82.0\ \text{eV}.$$

At 50 keV the limiting angle follows from $\sin^2\psi_c=82.0/50000$, so $\psi_c=2.32^\circ$. This is the correct part of your argument.

The azimuth also matters, because planes of atoms steer ions too. For a plane with $n$ atoms per unit area, put $R^2=\rho^2+x^2$, where $x$ is the distance from the plane. At fixed $x$, $\rho\,d\rho=R\,dR$, and

$$U_p(x)=n\int_0^\infty2\pi\rho\,V(R)\,d\rho=2\pi nA\int_x^\infty e^{-R/a}dR=2\pi nAa\,e^{-x/a}.$$

The $\{100\}$ planes have $n=1/d^2$, and the $\{110\}$ planes have $n=1/(\sqrt2d^2)$. At $x=r_c$ their limits are 20.4 eV and 14.4 eV. I choose an azimuth of $22.5^\circ$, midway between the nearest planes of the two kinds. The energy of motion across either is

$$742.6\,\sin^2 22.5^\circ=108.8\ \text{eV},$$

again above the limits. An azimuth of zero would make this energy vanish for one $\{100\}$ plane. The beam would then lie in that plane despite its seven-degree tilt.

Weaker planes are harder to avoid. A $\{210\}$ plane lies only $4.1^\circ$ away in azimuth from my choice. The kinetic energy across it is $742.6\,\sin^2 4.07^\circ\approx3.7$ eV. Midway between two such planes, 0.067 nm from each, their potentials add $2\times9.1\,e^{-(0.067-0.040)/0.020}\approx4.7$ eV. The total of 8.4 eV is still below the plane's limit of $20.4/\sqrt5=9.1$ eV, so ions that enter near the middle can be steered by these planes from the surface.

Q: So the axial channels and the main planar ones are closed at the surface. If $E_\perp$ is conserved, how can they open later?

A: It is conserved only as far as the averaged potential describes the motion. Consider one collision with impact parameter $p$. For a weak deflection, take the path as straight at speed $v$. The transverse momentum gained is

$$\Delta P=-\frac1v\frac{\partial}{\partial p}\int_{-\infty}^{\infty}V\,dz=-\frac1v\frac{\partial}{\partial p}\left[2AK_0(p/a)\right]=\frac{2A}{va}K_1(p/a),$$

because $K_0'=-K_1$. Dividing by the ion momentum $Mv$ and using $E=Mv^2/2$ gives the laboratory deflection

$$\delta=\frac{2A}{aMv^2}K_1(p/a)=\frac{A}{aE}K_1(p/a).$$

At $p=r_c=2a$ and 50 keV, with $K_1(2)=0.140$,

$$\delta=\frac{108}{0.020\times50000}\times0.140=0.0151\ \text{rad}=0.87^\circ.$$

For small angles, write the direction relative to the axis as a two-component vector $\boldsymbol\psi$. A kick $\boldsymbol\delta$ changes the transverse kinetic energy by

$$E|\boldsymbol\psi+\boldsymbol\delta|^2-E|\boldsymbol\psi|^2=E\left(2\boldsymbol\psi\cdot\boldsymbol\delta+\delta^2\right).$$

This is negative when the kick is shorter than $2|\boldsymbol\psi|$ and points sufficiently against $\boldsymbol\psi$. Scattering can turn an ion towards an axis as well as away from it.

Q: But an ion that has just hit an atom is close to a row. Doesn't its potential energy keep it out of the channel?

A: For a static, averaged row, yes. At $r<r_c$ the term $U(r)$ alone exceeds the limit, whatever the direction. A close hit therefore does not by itself place the ion in a channel beside that same row. But atoms vibrate, and an atom displaced from its row can deflect an ion differently from the average potential. The spacing between atoms also breaks the averaging, and several collisions may share the work. The useful question is whether these processes can fill a channel at all.

Q: Random ions would need a very lucky sequence of collisions. Leaving a channel seems much easier.

A: Probability per ion and total flow are different things. Elastic scattering from fixed atoms is time-reversible and conserves phase-space volume. Reverse a path that leaves a channel and you have a path that enters it. If ions of one energy fill all positions and directions uniformly, the distribution stays uniform, so the flow in equals the flow out. Few random ions enter in a given time, but there are many random ions.

The channelled fraction of such a population can be calculated. At distance $r$ from a row, the permitted directions satisfy

$$\sin^2\psi<\frac{U(r_c)-U(r)}{E}.$$

For small angles this cone has solid angle $\pi[U(r_c)-U(r)]/E$. Divide by $4\pi$, multiply by the six $\langle100\rangle$ directions, and average over the cell area $d^2$:

$$F=\frac{3}{2E}\left\langle\left(U(r_c)-U(r)\right)_+\right\rangle .$$

The plus sign means that negative values count as zero, which removes the disc $r<r_c$. Since $U$ is negligible at the cell edge, its integral may be extended to infinity. With $\frac{d}{dr}[rK_1(r/a)]=-(r/a)K_0(r/a)$,

$$\int_{r_c}^{\infty}rK_0(r/a)\,dr=a\,r_cK_1(r_c/a),$$

and the average becomes

$$U(r_c)\left(1-\frac{\pi r_c^2}{d^2}\right)-\frac{4\pi Aa r_c}{d^3}K_1(r_c/a)=77.4-5.6=71.8\ \text{eV}.$$

At 20 keV this gives $F=1.5\times71.8/20000=0.54\%$.

Q: Did the balance survive in a vibrating crystal?

A: Yes. I followed 83,019 ions at a fixed energy of 20 keV, with random atomic displacements of 0.008 nm rms along each coordinate. They were recorded at layer crossings. Ions moving along an axis cross layers more often per unit path than the average ion, whose largest direction cosine is about 0.83. The expected number is therefore $0.00538\times83019/0.83\approx538$. There were 550 channelled ions at the start and 551 after 40 layers. Between these two records, 62 ions had changed from outside to inside and 61 from inside to outside, which agrees with equal flows within counting error.

The ions do not interact with one another. Had the channels been empty at the start, the same 62 would still have entered. An empty channel in this population does not stay empty.

Q: My beam is not isotropic, and it slows down. This proves a possibility, not a tail.

A: Agreed. The size of the tail needs a calculation with slowing. I sent 3000 ions of 50 keV into the vibrating crystal at your tilt and followed each to 2 keV. The ion-to-atom mass ratio is 0.4. For strong collisions the deflection was

$$\tan\frac{\theta_{\rm cm}}2=\frac{A}{2E_{\rm cm}a}K_1(p/a),$$

where the subscript denotes the centre-of-mass frame. This reduces to the weak deflection above and, for $p\ll a$, to Rutherford scattering. At $p=r_c$ its angle exceeds that of the full classical orbit by 1.3% at 50 keV and 6.6% at 10 keV. The excess is larger for closer hits with $p$ near $a$, so the model stops ions somewhat too early. Its use is to compare targets, not to predict exact depths.

The electronic loss per length was $S=S_0\sqrt{E/E_0}$, with $E_0=50$ keV and $S_0=100$ eV/nm, the same inside and outside channels. Any difference between crystal and disorder must then come from the atomic collisions.

For comparison, a control target had the same density, scattering law and electronic loss, but every impact position was drawn afresh. That is your assumption of atoms without order. I defined the tail as everything beyond 412 nm, the depth exceeded by 1% of the control ions.

Q: And the tilted crystal?

A: Its tail held $7.0\pm0.5\%$ of the incident ions, the uncertainty being one standard counting error. The ratio of crystal to control grows from 1.2 at 300 nm to 4.5 at 400 nm, and no control ion passed 500 nm:

| Depth exceeded | Tilted crystal | Control |
|---|---:|---:|
| 300 nm | 27.5% | 23.0% |
| 400 nm | 8.0% | 1.8% |
| 500 nm | 3.3% | 0 of 3000 |
| 600 nm | 1.4% | 0 of 3000 |

From 400 to 500 nm the crystal fraction falls by a factor of 2.4, and again by 2.4 to 600 nm. This resembles an exponential with a decay length near $100/\ln2.4\approx114$ nm, though three points do not establish a law.

The median depths of the ions retained in the target were 240 nm and 239 nm. Agreement of the medians tells you almost nothing about the tail.

Q: Did the tilt achieve anything, then?

A: A great deal. Without tilt, $92.9\pm0.5\%$ of the ions passed 412 nm. At normal incidence $\psi=0$, so an ion starts channelled if it lands outside the disc of radius $r_c$ around a row. That area fraction is $1-\pi r_c^2/d^2=94.4\%$.

The untilted median was 800 nm, which is close to the limit set by electronic loss alone. Integrating $dE/ds=-S_0\sqrt{E/E_0}$ from $E_0$ to the final energy $E_f$ gives

$$s=\frac{2E_0}{S_0}\left(1-\sqrt{\frac{E_f}{E_0}}\right)=1000\,(1-0.2)=800\ \text{nm}.$$

Tilting cut the tail from 93% to 7%. Your assumption predicts 1%.

Q: Perhaps ordered atoms simply scatter less on average. How do you know that channelling makes the difference?

A: I interrupted it. Call 120 successive layers without a collision closer than $r_c$ a long stretch. In the control, an ion moving along the layer normal has a chance $\pi r_c^2/d^2=0.0559$ of a close hit per layer. The chance that a given run lasts 120 layers is $(1-0.0559)^{120}\approx0.001$. In a crystal, successive impacts are correlated and a free run can persist.

In a further calculation the crystal was left intact until an ion completed its first long stretch. From then on, its impacts were randomized. The tail fell from 7.0% to $1.3\pm0.2\%$. In this model, most of the excess therefore depends on crystal order acting after the first long stretch has reached 120 layers. The median also fell, to 231 nm; I have no tested explanation for that smaller shift.

Q: Those ions might have been channelled from the surface, through some gap that my tilt left open.

A: Their histories argue against that for nearly all of them. Of the 211 ions in the crystal tail, 207 had a long stretch. About 203 of these had suffered a close hit before it, and the median starting depth was 100 nm. The other four had no earlier close hit. They may have followed the open $\{210\}$ plane, but I did not trace them.

When the first long stretch reached 120 layers, 23 of the 207 ions were moving within the axial limit, 159 within a $\{100\}$ or $\{110\}$ planar limit, and 25 in neither group. So 88% had an axial or planar direction, against 33% for the chance long stretches in the control. The second figure shows that direction alone is a crude label. More of these ions had a planar direction than an axial one, but a direction at one instant does not show what guided the ion through the whole stretch. Another crystal or azimuth could change the proportions.

A long stretch is not sufficient for a deep stop, either: 36% of the ions outside the tail had one as well.

Q: Could slowing alone have opened the channels? The limiting angle grows as $E$ falls.

A: It does grow, and electronic drag lowers $E\sin^2\psi$ without turning the ion. For an undeflected ion at your tilt, the first of the axial, $\{100\}$ and $\{110\}$ limits to open is the $\{100\}$ one, at

$$E=50\times\frac{20.4}{108.8}=9.4\ \text{keV}.$$

By the path formula above, electronic loss alone needs $1000(1-\sqrt{9.4/50})\approx570$ nm to get there. The median long stretch of the deep ions began at 100 nm. Slowing widens the target for scattering, but without collisions it acts too late to explain that typical history.

Q: When would my original assumption be safe?

A: When the order is absent, as in the control, or when the quantity you need comes out the same with and without order, as the median did here. That agreement has to be checked case by case: interrupting the long stretches moved the median by 9 nm, so it is not independent of channelling. The 7% belongs to this model. It leaves out a surface oxide, the damage that builds up during implantation, and any reduction of electronic loss inside channels. A different energy, temperature or azimuth would also alter it. The numerical output gives the remaining values.

Q: Then I should say that the tilt closes the main channels to the incoming beam, but not to the ions that the crystal has already scattered.

A: Yes, provided the azimuth avoids the main planes as well. The tilt sets the direction at the surface, and the collisions set it afterwards.

## Numbers as computed

```
Charge numbers Z1, Z2: 5, 15; mass ratio: 0.4
Pair strength A: 108.00 eV nm
Spacing d, screening a: 0.30, 0.020 nm
Vibration per axis, limit r_c: 0.008, 0.040 nm
Initial and final energy: 50, 2 keV
Electronic loss at initial energy: 100 eV/nm
Tilt and azimuth: 7.0, 22.5 degrees
Ions per case: 3000; long stretch: 120 layers
Axial limit U(r_c): 82.0 eV
Axial limit angle: 2.32 degrees
Planar limits {100}, {110}: 20.4, 14.4 eV
Entrance energy across axis: 742.6 eV
Entrance energy across {100}: 108.8 eV
Entrance energy across {110}: 108.8 eV
Impulse angle error at r_c, 50 keV: 1.3 %
Impulse angle error at r_c, 10 keV: 6.6 %
Nearest approach of confined ions: 0.0395 nm
Isotropic test energy: 20 keV; ions: 83019
Isotropic axial fraction, formula: 0.538 %
Axial ions expected per layer crossing: 538
Axial ions before, after 40 layers: 550, 551
Ions entering, leaving axial channels: 62, 61
Close-hit rate, formula: 0.1862 per nm
Close-hit rate, control: 0.1874 per nm
Depth exceeded by 1 % of control: 412.0 nm
Tilted crystal: tail 7.03 +/- 0.47 %
  median depth of retained ions: 240.0 nm
Structureless control: tail 1.00 +/- 0.18 %
  median depth of retained ions: 239.0 nm
Interrupted channelling: tail 1.30 +/- 0.21 %
  median depth of retained ions: 230.5 nm
Untilted crystal: tail 92.87 +/- 0.47 %
  median depth of retained ions: 799.8 nm
Beyond 200 nm, tilted crystal / control: 65.80 / 66.13 %
Beyond 300 nm, tilted crystal / control: 27.53 / 22.97 %
Beyond 400 nm, tilted crystal / control: 8.03 / 1.77 %
Beyond 500 nm, tilted crystal / control: 3.33 / 0.00 %
Beyond 600 nm, tilted crystal / control: 1.40 / 0.00 %
Deep ions with a long stretch: 98.1 %
Other ions with a long stretch: 35.6 %
Deep long stretches after a close hit: 98.1 %
Median start of deep long stretches: 99.9 nm
Deep stretches axial, planar, other: 23, 159, 25
Axial or planar share, deep crystal ions: 87.9 %
Same share in chance control stretches: 32.9 %
```
